Current-induced Doppler shift of a spin wave in a ferromagnetic film

**Problem**

A uniform electric current flows along x through a ferromagnetic metal film in which a spin wave also travels along x. The data are

current density J = 1×10¹¹ A/m²
current polarization P = 0.5
saturation magnetization M_s = 8×10⁵ A/m
wavenumber k = 7.8 rad/µm

The wavenumber is angular, k = 2π/λ, so the wavelength is 806 nm. Take g = 2 and neglect the nonadiabatic torque in parts (a) to (c).

(a) Find the torque that the current exerts on a slowly varying magnetization.

(b) Find how this torque changes the spin-wave frequency, including the sign.

(c) Evaluate the frequency shift, and the change in frequency when the current is reversed.

(d) Restore damping and the nonadiabatic torque. What do they do to the shift and to the decay of the wave?

(e) For a permalloy film 20 nm thick, magnetized in the plane and perpendicular to k by a field of 100 mT, compare the shift with the linewidth and with the effects of Joule heating and of the current's own magnetic field.

**Solution**

**(a) The torque from spin conservation**

Let m be the unit vector along the magnetization, e > 0 the elementary charge and γ = gμ_B/ħ > 0. An electron's magnetic moment is opposite to its spin angular momentum. The spin density belonging to the magnetization is therefore

S = −(M_s/γ) m.

Electrons carry negative charge, so their number flux along x is

j = −J/e,

where J is now the signed x component of the current density. P > 0 means that the current carries a net moment along m, and hence a net spin along −m. Each electron has spin ħ/2. If the electron spins follow the local magnetization, the flux of spin along x is

Q = −(ħ/2) P j m.

The exchange interaction between conduction electrons and the magnetization only passes spin from one to the other. Without spin relaxation, the transport contribution to the change of spin density is minus the divergence of the flux:

∂S/∂t = −∂Q/∂x.

Insert S and Q, with J, P and M_s uniform:

−(M_s/γ) ∂m/∂t = (ħ/2) P j ∂m/∂x.

Multiplication by −γ/M_s gives

∂m/∂t = −u ∂m/∂x,  u = γħPj/(2M_s) = −gμ_B P J/(2eM_s).

The velocity u points along the electron flow when P > 0. Taken alone, this torque carries a magnetization pattern along at speed u without changing its form. It is called the adiabatic spin-transfer torque.

The step that rests on physics rather than algebra is that the electron spins follow m. It was tested on a quantum model: a ring of 200 sites with hopping energy 1, an exchange energy of 1 (spin splitting 2), and a magnetization that makes two full turns around the ring. A small phase in the hopping drives a current with polarization 0.31. The torque computed from the electron spins was 0.996 of the value predicted from the spin flux in a uniformly magnetized ring. The missing 0.4 percent is due to the finite pitch of the helix. It stays nearly the same on a ring of 400 sites with four turns, which has the same turn per site, and falls to 0.09 percent on 400 sites with two turns, where the turn per site is halved.

**(b) The frequency**

Add the torque to the precession equation:

∂m/∂t = −γ m×B − u ∂m/∂x.

B is the effective field, in tesla. Let the equilibrium magnetization lie along z, in the film plane, and let y be the film normal. For a small wave,

m = z + a x + b y,

where x, y, z stand for unit vectors and a, b are much smaller than 1. To first order,

(m×B)_x = bB_z − B_y,
(m×B)_y = B_x − aB_z.

The field B_z is the applied field B₀. The transverse fields come from exchange and from magnetic charges. Exchange contributes (2A/M_s)∇²m, where A is the exchange stiffness. For a plane wave this is −μ₀M_sλ_ex²k² times the transverse part of m, with

λ_ex² = 2A/(μ₀M_s²).

For the magnetic charges, take a and b uniform through the thickness d and let k > 0. The in-plane component a gives a volume charge −ikM_s a. A thin layer of charge at height y′ produces a potential proportional to exp(−k|y−y′|)/(2k), so the field is

H_x = −ikφ = −(k/2) M_s a ∫ exp(−k|y−y′|) dy′.

Average this over the film. With s = |y−y′|, the double integral becomes

∬ exp(−k|y−y′|) dy dy′ = 2∫₀ᵈ (d−s) exp(−ks) ds = 2[d/k − (1−exp(−kd))/k²].

Multiplying by k/(2d) gives the mean field −F M_s a, with

F = 1 − (1 − exp(−kd))/(kd).

The normal component b puts charges ±M_s b on the upper and lower surfaces. The potential at the upper surface is M_s b(1−exp(−kd))/(2k), and at the lower surface it is the negative of this. The mean field is minus the potential difference divided by d:

H_y = −M_s b (1−exp(−kd))/(kd) = −(1−F) M_s b.

The field along x caused by b, and the field along y caused by a, are odd in y and average to zero. Together,

B_x = −μ₀M_s(F + λ_ex²k²) a,
B_y = −μ₀M_s(1 − F + λ_ex²k²) b.

The equations of motion become

(∂/∂t + u∂/∂x) a = −ω_b b,
(∂/∂t + u∂/∂x) b = ω_a a,

with

ω_a = γ[B₀ + μ₀M_s(F + λ_ex²k²)],
ω_b = γ[B₀ + μ₀M_s(1 − F + λ_ex²k²)].

For a wave exp[i(kx−ωt)], the operator on the left is −i(ω−uk). Hence

−i(ω−uk) a = −ω_b b,
−i(ω−uk) b = ω_a a.

Multiply the two equations and cancel ab:

(ω−uk)² = ω_aω_b.

The branch with positive frequency at u = 0 is

ω = ω₀ + uk,  ω₀ = √(ω_aω_b).

The shift is uk even though the precession is elliptical (ω_a ≠ ω_b). It is linear in u without any expansion in u, within this linear, undamped model. The frequency rises when k points along the electron flow and falls when k points against it. For k at an angle to the flow, u∂/∂x becomes u·∇ and the shift becomes u·k. It vanishes for a wave travelling across the current.

The details of ω_a and ω_b do not enter the shift. Suppose instead that the film is magnetized along k. The in-plane component then has no charges, F disappears from ω_a, and ω_b keeps its form. At small k, F ≈ kd/2 lowers ω_b linearly in k, while exchange raises the frequencies only as k². The group velocity is then negative: energy travels against k. The shift is still uk, so its sign follows the direction of k and not the direction of energy flow.

**(c) The number**

For g = 2 the magnitude of the drift velocity is

|u| = (μ_B/e) P J/M_s
= (5.788×10⁻⁵ m²/s) × 0.5 × (1×10¹¹ A/m²)/(8×10⁵ A/m)
= 3.62 m/s.

The angular frequency shift is

|u|k = (3.618 m/s)(7.8×10⁶ rad/m) = 2.82×10⁷ rad/s,

and division by 2π gives

**|Δf| = 4.49 MHz.**

At fixed k, one current direction raises the frequency by this amount and the other lowers it by the same amount. Reversing the current therefore changes the frequency by 8.98 MHz.

The shift is proportional to k. A uniform precession, k = 0, has none, because carrying a uniform pattern along changes nothing. It is also proportional to P/M_s: what matters is the spin delivered compared with the spin density that must be turned.

**(d) Damping and nonadiabatic torque**

With Gilbert damping α and nonadiabatic coefficient β, the equation is

∂m/∂t + u∂m/∂x = −γ m×B + α m×∂m/∂t + β u m×∂m/∂x.

To first order in the amplitude, m× acts as z×, which turns the pair (a, b) into (−b, a). For the plane wave,

−i(ω−uk) a = −ω_b b + iαω b − iβuk b,
−i(ω−uk) b = ω_a a − iαω a + iβuk a.

Define G = αω − βuk. Both new terms are then absorbed by replacing ω_a with ω_a − iG and ω_b with ω_b − iG. With Σ = (ω_a+ω_b)/2,

(ω−uk)² = (ω_a−iG)(ω_b−iG) = ω₀² − 2iGΣ − G².

Taking the square root to second order in G gives

ω − uk = ω₀ − iGΣ/ω₀ + G²(Σ²−ω₀²)/(2ω₀³).

At first order, replace ω inside G by ω₀ + uk. This gives the real quantity

G₀ = αω₀ + (α−β)uk.

The wave amplitude decays as exp(−Γt), with

Γ = G₀Σ/ω₀ = αΣ + (α−β)ukΣ/ω₀.

There is no first-order change in the real frequency. The current does change the decay at this order. For β = 0, a wave with k along the electron flow is damped more strongly. For β = α the current leaves Γ unchanged, and for β > α it weakens the damping of that wave.

The real shift changes at second order. Since ω itself has the imaginary part −Γ, G = G₀ − iαG₀Σ/ω₀. The term −iGΣ/ω₀ then contributes the real amount −αG₀Σ²/ω₀². Now collect the parts linear in uk, using G₀² = α²ω₀² + 2αω₀(α−β)uk + …:

from −αG₀Σ²/ω₀²:  −α(α−β)uk Σ²/ω₀²
from G₀²(Σ²−ω₀²)/(2ω₀³):  α(α−β)uk (Σ²−ω₀²)/ω₀²

The Σ² parts cancel and leave

δ(shift) = −α(α−β) uk.

For α = 0.01 and β = 0 this is −10⁻⁴ of the shift, or −0.45 kHz. For β = 0.04 it is +3×10⁻⁴ of the shift, or +1.35 kHz. Neglecting the nonadiabatic torque is therefore a very good approximation for the frequency, even where it would be a poor one for the change in damping.

The nonlinear equation was also integrated in time for the film of part (e), with α = 0.01, a starting amplitude of 10⁻³ and a duration of 5 ns. Half the frequency difference between the two current directions was 4.4906 MHz for β = 0 and 4.4924 MHz for β = 0.04. The undamped value is 4.4911 MHz, so both small corrections appear with the derived sign and size. The current-induced change of Γ was 0.400 µs⁻¹ for β = 0 and −1.199 µs⁻¹ for β = 0.04, in agreement with the first-order formula.

**(e) The shift in a permalloy film**

The added material values are rough typical ones: A = 13 pJ/m and α = 0.01. For d = 20 nm, kd = 0.156 and F = 0.0741. The two rates are

ω_a = 31.0 rad/ns,  ω_b = 181.7 rad/ns,

so

ω₀ = √(31.04 × 181.65) rad/ns = 75.1 rad/ns,

or 11.95 GHz. The Doppler shift is about 0.04 percent of this carrier frequency. A calculation that divides the film into 40 layers, and so lets the amplitude vary through the thickness, gives 11.92 GHz. The assumption of a uniform profile is adequate here.

*Linewidth and detection.* The decay rate without current is

Γ = αΣ = 0.01 × (31.04 + 181.65)/2 rad/ns = 1.063 ns⁻¹.

The full linewidth in frequency is Γ/π = 339 MHz, about 75 times the Doppler shift. The shift has to be found as a small displacement of a broad line, or as a phase change between two antennas.

In the second method the source fixes ω, and the wavenumber adjusts. From ω₀(k+δk) + u(k+δk) = ω₀(k), to first order,

δk = −uk/(v_g+u) ≈ −uk/v_g,

where v_g = dω₀/dk = 1.73×10³ m/s is much larger than |u|. The amplitude falls by a factor 1/e over the distance v_g/Γ = 1.62 µm. Over that distance the phase changes by

|δk| v_g/Γ = |u|k/Γ = (2.82×10⁷)/(1.063×10⁹) = 0.027 rad.

Current reversal doubles this to 0.053 rad. At fixed real ω the wavenumber is complex, so the nonadiabatic torque matters more here than for the frequency in part (d): raising β from 0 to 0.04 lowers this phase by about 0.5 percent. A longer path gives more phase but an exponentially weaker signal.

*Joule heating.* Take a rough resistivity of 30 µΩ cm and suppose that the heat leaves through 100 nm of oxide with thermal conductivity 1.4 W/(m K). The temperature drop across the oxide is

ΔT = ρJ²d t_ox/κ = 4.3 K.

Heating of the substrate is left out. On silicon, with a conductivity of 150 W/(m K), it would add roughly 1 K at the centre of a strip 2 µm wide and 20 µm long, but roughly 5 K for one 10 µm wide and 100 µm long, so the estimate suits narrow strips only. With the crude law M_s ∝ 1 − (T/T_C)^(3/2), a base temperature of 300 K and a rough T_C of 850 K, the magnetization falls by 0.57 percent. At fixed k, B₀ and A, the carrier frequency then falls by about 45 MHz, ten times the Doppler shift. This is an upper estimate. The crude law puts M_s at 300 K 21 percent below its value at zero temperature, a much steeper fall than the film's own exchange stiffness implies. Bloch's law with the spin-wave stiffness 2gμ_BA/M_s = 376 meV Å² of this film gives a drop of only 0.05 percent and a shift of about 4 MHz. A Bloch law scaled to a 7 percent fall between 0 and 300 K gives 0.16 percent and about 13 MHz. A more likely heating shift is thus one to three times the Doppler shift, which is still enough to make a comparison of current on with current off unsuitable.

Heating depends on J², so it cancels between opposite currents of equal size. If their magnitudes differ by 1 percent, the heating differs by 2 percent. This leaves about 0.1 to 0.25 MHz with the two Bloch estimates, or 1 to 3 percent of the 8.98 MHz signal, and 0.9 MHz, a tenth of the signal, with the upper estimate. The two currents should be matched well.

*The current's magnetic field.* A uniform current along x produces a field along z that grows linearly from the middle of the film:

B_z(y) = μ₀Jy.

At the surfaces it reaches ±μ₀Jd/2 = ±1.26 mT. Its average is zero, so it does not shift a wave with a uniform profile at first order. The real profile is slightly lopsided, because the fields that were odd in y in part (b) push the amplitude towards one surface. A small shift remains.

Symmetry shows why this remainder is troublesome. Rotate a symmetric film by 180° about z. The magnetization and the applied field are unchanged, while k and J both reverse. Therefore

f(k, J) = f(−k, −J).

Any part of the frequency that is odd in J must also be odd in k, just as the Doppler shift is. Reversing either one cannot separate the two effects.

The size has to be calculated. The 40-layer model, with free spins at the surfaces and no spin-transfer torque, gives −0.079 MHz for k along the electron flow. This opposes the Doppler shift and amounts to 1.8 percent of it. The apparent shift would be about 4.41 MHz, and a polarization inferred from it without correction would be 1.8 percent too low. This correction is sensitive to the exchange stiffness, which is only roughly known: A = 10 pJ/m gives −0.115 MHz, or 2.6 percent.

If the film is not symmetric, for example because an adjacent metal layer carries part of the current, the average of B_z need not vanish. An average of 1 mT would shift the carrier by about 40 MHz, far more than the Doppler shift. In the thin-film model ω₀ is the same for k and −k, so this shift is odd in J but even in k, and measuring both propagation directions removes it. If the two surfaces also differ magnetically, for example in their surface anisotropy, ω₀ differs between k and −k and the removal is no longer complete.

*How close the model is to a real film.* The given magnetization is typical of permalloy, and 10¹¹ A/m² is a high current density that suits narrow, well-cooled strips. The frequencies above, however, are for an extended film. In a strip 2 µm wide and magnetized across its width, magnetic charges at the edges produce an opposing field of about 6 mT at the centre and more near the edges. At the centre this lowers the carrier frequency by roughly 0.25 GHz. The expression uk for the Doppler shift does not contain this field. Among the inputs, P is the least certain, and it depends on the alloy, the temperature and the film quality. The shift is proportional to P, so a change from 0.5 to 0.6 would raise it by 20 percent, or 0.9 MHz. A g-factor of 2.1, a reasonable rough value for permalloy, would raise it by 5 percent to 4.72 MHz. Both matter more than the nonadiabatic torque.

The assumption that electron spins follow the magnetization can be judged from two rates. An electron moving at a rough speed of 10⁶ m/s meets a magnetization that varies at the rate vk. Its spin precesses in an exchange splitting ΔE of roughly 1 eV at the rate ΔE/ħ. The ratio

ħvk/ΔE = 0.005

is small, so the spin has time to follow. The approximation would fail for a texture that varies over a few atomic spacings, or for a very weak exchange splitting. Strong spin relaxation would also invalidate the conservation law used in part (a).

The remaining digits are in the numerical output below. For the stated data the answer is a shift of about 4.5 MHz, upward for k along the electron flow and downward for k against it.

Numbers as computed

```
Current density: 1e+11 A/m2
Current polarization: 0.5
Magnetization: 8e+05 A/m
Wavenumber: 7.8 rad/um
Wavelength: 805.54 nm
g-factor: 2
Bohr magneton / e: 5.7884e-05 m2/s
Drift velocity u: 3.6177 m/s
Angular Doppler shift: 2.8218e+07 rad/s
Doppler shift: 4.4911 MHz
Change on current reversal: 8.9822 MHz
Ring: current polarization: 0.3091
Ring: torque / predicted torque: 0.99635
Film thickness: 20 nm
Applied field: 100 mT
Exchange stiffness: 13 pJ/m
Damping alpha: 0.01
Dipole factor F: 0.074097
omega_a: 31.038 rad/ns
omega_b: 181.65 rad/ns
Carrier frequency, formula: 11.95 GHz
Carrier frequency, simulation: 11.949 GHz
Carrier frequency, layered film: 11.917 GHz
Simulated shift, beta=0: 4.4906 MHz
Test beta: 0.04
Simulated shift, test beta: 4.4924 MHz
Amplitude decay rate: 1063.4 1/us
Decay change, beta=0, formula: 0.39965 1/us
Decay change, beta=0, simulation: 0.39963 1/us
Decay change, test beta, formula: -1.199 1/us
Decay change, test beta, simulation: -1.1989 1/us
Real-shift correction, beta=0: -0.44906 kHz
Real-shift correction, test beta: 1.3472 kHz
Full linewidth in frequency: 338.5 MHz
Group velocity: 1725.6 m/s
Amplitude attenuation length: 1.6226 um
Doppler shift if g=2.1: 4.7156 MHz
Rough electron speed: 1e+06 m/s
Rough exchange splitting: 1 eV
Adiabaticity ratio: 0.0051341
Oersted field at film surface: 1.2566 mT
Oersted shift, k along electron flow: -0.078769 MHz
Rough resistivity: 30 uOhm cm
Oxide thickness: 100 nm
Oxide thermal conductivity: 1.4 W/(m K)
Temperature rise across oxide: 4.2857 K
Base temperature: 300 K
Rough Curie temperature: 850 K
Magnetization change by heating: -0.57054 %
Heating shift, even in current: -44.677 MHz
```
